# Long-range dipole and quadrupole electron-phonon vertices and their Wannier interpolation: test program

```python
"""
Result under test: in an insulator the electron-phonon vertex has the long-range part
  (4 pi k/V) exp(i q.(r-tau)) [ i q.Z + (1/2) q.Q.q ] / (q.eps.q),
and Fourier (Wannier) interpolation near q = 0 fails unless this part is removed first.
Z: Born charge (e), Q: dynamical quadrupole (e nm), eps: electronic dielectric tensor,
V: cell volume (nm^3), tau: position of the moved atom, k = e^2/(4 pi eps0) in eV nm.
Model: zincblende lattice of ions with polarizable sites; all dipoles are solved
self-consistently at each q. The electron occupies Gaussian s and p_z orbitals on the cation.
Vertices are potential energies per unit displacement, in eV/nm.
"""
import numpy as np
from scipy import constants as C
from scipy.special import spherical_jn

pi = np.pi
k = C.e / (4 * pi * C.epsilon_0) * 1e9
# rough InP-like inputs, lengths in nm
a = 0.587
ion = np.array([0.65, -0.65])            # bare ionic charges, e
pol = np.array([0.0005, 0.0084])         # polarizability volumes, nm^3
site_width, orb_width, filter_width = 0.03, 0.10, 0.15
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
vol = a**3 / 4
recip = 2 * pi * np.linalg.inv(cell).T
tau = np.array([[0, 0, 0], [a / 4, a / 4, a / 4]])
A, charge = np.repeat(pol, 3), np.repeat(ion, 3)
one6 = np.eye(6)


def integer_grid(lo, hi):
    r = np.arange(lo, hi)
    return np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T


G = integer_grid(-14, 15) @ recip
length = np.linalg.norm(G, axis=1)
order = np.argsort(length)
G, length = G[order], length[order]
G = G[length < 5.6 / site_width]         # G[0] is the zero vector
G_small = G[np.linalg.norm(G, axis=1) < 8.5 / filter_width]


def kernels(q, drop_macro):
    """Dipole field tensor, orbital coupling and dipole response at q.
    drop_macro removes the G=0 Coulomb term (zero macroscopic field)."""
    K = (G[1:] if drop_macro else G) + q
    kn = np.linalg.norm(K, axis=1)
    direction = K / kn[:, None] * np.exp(-(kn * site_width)**2 / 2)[:, None]
    phase = np.exp(1j * K @ tau.T)
    B = (phase[:, :, None] * direction[:, None, :]).reshape(-1, 6)
    # last term removes the field of each smeared dipole on itself
    T = -4 * pi / vol * (B.T @ B.conj()) + one6 / (6 * np.sqrt(pi) * site_width**3)
    Fs = np.exp(-(kn * orb_width)**2 / 2)
    F = np.array([Fs, 1j * K[:, 2] * orb_width * Fs])
    L = 4 * pi * k / vol * (1j * F / kn) @ B.conj()
    return T, L, np.linalg.inv(one6 - A[:, None] * T)


def vertex(q):
    """Self-consistent vertex, rows: <s|V|s>, <s|V|p_z>; columns: atom, direction."""
    T, L, N = kernels(q, np.linalg.norm(q) < 1e-12)
    return (L @ N) * charge, np.linalg.eigvalsh(np.diag(1 / A) - T)[0]


# short-circuit moments
T0, L0, N0 = kernels(np.zeros(3), True)
NA0 = N0 * A[None, :]
born = (N0.reshape(2, 3, 2, 3).sum(0) * ion[None, :, None]).real
eps = np.eye(3) + 4 * pi / vol * NA0.reshape(2, 3, 2, 3).sum((0, 2)).real
r_bare = np.array([0, 0, orb_width])
r_dressed = r_bare + (L0[1] @ NA0).reshape(2, 3).sum(0).real / k


def polarization(q):
    N = kernels(q, True)[2].reshape(2, 3, 2, 3)
    ph = np.exp(-1j * tau @ q)
    return np.einsum("a,abcd,c->bcd", ph, N, ph.conj()) * ion[None, :, None]


dq = 0.003
dP = np.array([(polarization(dq * e) - polarization(-dq * e)) / (2 * dq)
               for e in np.eye(3)])
quad = (1j * (dP + dP.transpose(1, 0, 2, 3))).real
eps_s, Zc, Q_in, Q_p = eps[0, 0], born[0, 0, 0], quad[1, 2, 0, 0], quad[1, 2, 1, 0]

# Lorentz local-field theory of a cubic lattice gives eps and Z independently
x = 4 * pi / 3 * pol.sum() / vol
eps_lorentz = (1 + 2 * x) / (1 - x)
Z_lorentz = ion[0] * (eps_lorentz + 2) / 3
assert np.allclose(eps, eps_lorentz * np.eye(3), atol=1e-3)
assert np.allclose(born[:, 0], Z_lorentz * np.eye(3), atol=1e-3)
assert np.abs(born.sum(1)).max() < 1e-3          # acoustic sum rule
assert np.abs(quad[0, 0]).max() < 1e-4           # tetrahedral symmetry of Q

# exact separation of the macroscopic Coulomb term at a finite, general q
q = np.array([1.3, -0.7, 2.1])
qn = np.linalg.norm(q)
Tb, Lb, Nb = kernels(q, True)
sv = (np.exp(1j * tau @ q)[:, None] * q / qn).reshape(6) * np.exp(-(qn * site_width)**2 / 2)
eps_q = 1 + 4 * pi / vol * (sv.conj() @ (Nb * A) @ sv).real
Fq = np.exp(-(qn * orb_width)**2 / 2) * np.array([1, 1j * q[2] * orb_width])
F_dressed = Fq + 1j * qn / k * (Lb @ (Nb * A) @ sv)
macro = (sv.conj() @ Nb) * charge
rebuilt = (Lb @ Nb) * charge + 4j * pi * k / (vol * qn * eps_q) * np.outer(F_dressed, macro)
direct = vertex(q)[0]
identity_error = np.abs(rebuilt - direct).max() / np.abs(direct).max()
assert identity_error < 1e-9


def long_range(q):
    """Periodic, filtered dipole and quadrupole vertices for the s orbital."""
    K = (G_small[1:] if np.linalg.norm(q) < 1e-12 else G_small) + q
    f = 4 * pi * k / vol * np.exp(-(K**2).sum(1) * filter_width**2 / 2)
    f = f / np.einsum("ka,ab,kb->k", K, eps, K)
    ph = np.exp(-1j * K @ tau.T) * f[:, None]
    qz = np.tensordot(1j * K, born, (1, 0))
    KK = (K[:, :, None] * K[:, None, :]).reshape(-1, 9)
    qq = 0.5 * (KK @ quad.reshape(9, 6)).reshape(-1, 2, 3)
    return (ph[:, :, None] * qz).sum(0).ravel(), (ph[:, :, None] * qq).sum(0).ravel()


# direction dependence of what remains as q -> 0
dirs = np.array([[1, 0, 0], [1, 1, 0], [1, 1, 1], [1, -2, 3]], float)
dirs /= np.linalg.norm(dirs, axis=1)[:, None]


def spread(values):
    values = np.array(values)
    return np.abs(values - values.mean(0)).max()


def remainder_spreads(size):
    no_dip, no_both = [], []
    for n in dirs:
        g = vertex(size * n)[0][0]
        d, s = long_range(size * n)
        no_dip.append(g - d)
        no_both.append(g - d - s)
    return spread(no_dip), spread(no_both)


s_dip, s_both = remainder_spreads(0.001)
s_both2 = remainder_spreads(0.002)[1]
assert s_both < 0.02 * s_dip
assert abs(s_both2 / s_both - 2) < 0.1           # what is left is linear in q

sp = {"bare": [], "dressed": []}
for n in dirs:
    qv = 0.001 * n
    g = vertex(qv)[0][1]
    dipole = np.einsum("b,bca->ca", 1j * qv, born) * np.exp(-1j * tau @ qv)[:, None]
    dipole = 4 * pi * k / vol * dipole.ravel() / (qv @ eps @ qv)
    sp["bare"].append(g - dipole * 1j * (qv @ r_bare))
    sp["dressed"].append(g - dipole * 1j * (qv @ r_dressed))
sp_bare, sp_dressed = spread(sp["bare"]), spread(sp["dressed"])
assert sp_dressed < 0.02 * sp_bare

# real-space decay of terms of degree -1, 0, 1 in q, by radial quadrature
qr = np.linspace(0, 9 / filter_width, 20001)
powers = []
for l in (1, 2, 3):
    val = [np.sum(qr**l * spherical_jn(l, qr * r) * np.exp(-(qr * filter_width)**2 / 2))
           for r in (2.0, 4.0)]
    powers.append(np.log2(val[0] / val[1]))
assert np.allclose(powers, [2, 3, 4], atol=1e-4)


def interpolate(data, n, qs):
    """Fourier interpolation with minimum-image lattice vectors."""
    fR = np.fft.fftn(data.reshape(n, n, n, 6), axes=(0, 1, 2)).reshape(-1, 2, 3) / n**3
    vec = (integer_grid(0, n)[:, None] + n * integer_grid(-2, 2)[None]) @ cell
    out = np.zeros((len(qs), 2, 3), complex)
    for atom in range(2):
        dist = np.linalg.norm(vec + tau[atom], axis=2)
        near = dist < dist.min(1, keepdims=True) + 1e-6
        weight = near / near.sum(1, keepdims=True)
        i, j = np.nonzero(near)
        out[:, atom] = np.exp(1j * qs @ vec[i, j].T) @ (weight[i, j, None] * fR[i, atom])
    return out.reshape(-1, 6)


# mode data: rough InP-like values
hw, mass_e, gap, T, dens = 0.043, 0.08, 1.35, 300.0, 1e16   # eV, m_e, eV, K, cm^-3
M = np.array([114.8, 31.0])
mu = M.prod() / M.sum()
u0 = C.hbar / np.sqrt(2 * mu * C.atomic_mass * hw * C.e) * 1e9
q0 = np.sqrt(2 * mass_e * C.m_e * hw * C.e) / C.hbar * 1e-9
n111 = dirs[2]
w_lo, w_la = np.array([mu / M[0], -mu / M[1]]), np.ones(2)


def mode(g, w):
    return (g.reshape(2, 3) @ n111 * np.exp(1j * q0 * tau @ n111)) @ w


g0 = vertex(q0 * n111)[0][0]
lo_direct, la_direct = u0 * mode(g0, w_lo), mode(g0, w_la)
pref = 4 * pi * k / (vol * eps_s)
lo_dip = u0 * pref * Zc / q0
qnnn = 0.5 * np.einsum("b,g,bgca,a->c", n111, n111, quad, n111)
lo_quad, la_quad = u0 * pref * (w_lo @ qnnn), pref * qnnn.sum()
assert abs(abs(lo_direct) / lo_dip - 1) < 0.05
assert abs(la_direct.real / la_quad - 1) < 0.10

names = ["none", "dipole", "dipole+quadrupole"]
errors, table, stiffness = {}, {}, []
for n in (6, 12):
    frac = integer_grid(0, n) / n
    mesh = (frac - np.round(frac)) @ recip
    full, dip, qua = [], [], []
    for qv in mesh:
        g, low = vertex(qv)
        d, s = long_range(qv)
        full.append(g[0])
        dip.append(d)
        qua.append(s)
        stiffness.append(low)
    full, dip, qua = np.array(full), np.array(dip), np.array(qua)
    step = np.linalg.norm(recip[0]) / n
    qs = np.vstack([0.37 * step * dirs, q0 * n111])
    exact = np.array([vertex(v)[0][0] for v in qs])
    lr = [long_range(v) for v in qs]
    d_f, q_f = np.array([v[0] for v in lr]), np.array([v[1] for v in lr])
    results = [interpolate(full, n, qs),
               interpolate(full - dip, n, qs) + d_f,
               interpolate(full - dip - qua, n, qs) + d_f + q_f]
    errors[n] = [np.abs(r[:-1] - exact[:-1]).max() for r in results]
    table[n] = [(abs(u0 * mode(r[-1], w_lo)), abs(mode(r[-1], w_la)),
                 abs(mode(r[-1], w_la) - la_direct)) for r in results]
ratio = [errors[12][i] / errors[6][i] for i in range(3)]
assert min(stiffness) > 0                        # no polarization catastrophe
assert 1.6 < ratio[0] < 2.4                      # grows like the mesh density
assert 0.6 < ratio[1] < 1.4                      # does not improve
assert ratio[2] < 0.75                           # improves
assert errors[12][2] < 0.5 * errors[12][1]
assert table[12][0][0] < 0.5 * abs(lo_direct)
assert table[12][2][2] < 0.5 * table[12][1][2]

# sizes of neglected effects
kT = C.k * T / C.e
screen = 4 * pi * k * dens * 1e-21 / (eps_s * kT * q0**2)
Nc = 2 * (mass_e * C.m_e * C.k * T / (2 * pi * C.hbar**2))**1.5 * 1e-6
zeta = 0.6                                       # rough internal-strain parameter
internal = pref * Zc * zeta * a / (2 * np.sqrt(3))

print(f"lattice constant {a} nm, cell volume {vol:.5f} nm^3")
print(f"bare ion charges {ion[0]}, {ion[1]} e; polarizabilities {pol[0]}, {pol[1]} nm^3")
print(f"widths: site {site_width}, orbital {orb_width}, filter {filter_width} nm")
print(f"k = e^2/(4 pi eps0) = {k:.5f} eV nm")
print(f"eps_inf from response {eps_s:.4f}, Lorentz theory {eps_lorentz:.4f}")
print(f"Born charge cation {Zc:.4f} e, anion {born[0,1,0]:.4f} e, Lorentz {Z_lorentz:.4f} e")
print(f"quadrupole Q_x^yz: cation {Q_in:.4f}, anion {Q_p:.4f} e nm")
print(f"same in atomic units: {Q_in*1e-9/C.value('Bohr radius'):.3f}, "
      f"{Q_p*1e-9/C.value('Bohr radius'):.3f} e bohr")
print(f"exact separation at |q|={qn:.3f} 1/nm: relative error {identity_error:.1e}")
print("direction spread of remainder, s orbital, |q|=0.001 1/nm:")
print(f"  dipole removed {s_dip:.4f} eV/nm; both removed {s_both:.5f} eV/nm")
print(f"  both removed, |q|=0.002 1/nm: {s_both2:.5f} eV/nm")
print(f"s-p position element: bare {r_bare[2]:.4f}, dressed {r_dressed[2]:.4f} nm")
print(f"  s-p spread: bare {sp_bare:.4f}, dressed {sp_dressed:.5f} eV/nm")
print("real-space decay powers: " + ", ".join(f"{p:.4f}" for p in powers))
print(f"smallest dipole stiffness on meshes {min(stiffness):.2f} 1/nm^3")
print("largest interpolation error at 0.37 mesh step (eV/nm):")
for i, name in enumerate(names):
    print(f"  removed {name}: N=6 {errors[6][i]:.4f}, N=12 {errors[12][i]:.4f}, "
          f"ratio {ratio[i]:.3f}")
print(f"phonon energy {hw} eV, electron mass {mass_e} m_e, gap {gap} eV")
print(f"masses {M[0]}, {M[1]} u; reduced mass {mu:.3f} u")
print(f"zero-point amplitude {u0:.6f} nm; emission wave vector {q0:.4f} 1/nm")
print(f"LO [111] vertex: direct {abs(lo_direct):.4f} eV, dipole formula {lo_dip:.4f} eV")
print(f"LO [111] quadrupole part {lo_quad:.5f} eV, ratio to dipole {abs(lo_quad)/lo_dip:.5f}")
print(f"LA [111] vertex: direct {la_direct.real:.4f} {la_direct.imag:+.4f}i eV/nm")
print(f"LA [111] quadrupole formula {la_quad:.4f} eV/nm")
print("interpolated at emission wave vector: |LO| eV, |LA| eV/nm, LA error eV/nm")
for n in (6, 12):
    for i, name in enumerate(names):
        v = table[n][i]
        print(f"  N={n}, removed {name}: {v[0]:.4f}, {v[1]:.4f}, {v[2]:.4f}")
print(f"carriers {dens:.0e} cm^-3 at {T:.0f} K: screening (qD/q)^2 = {screen:.5f}")
print(f"degeneracy n/Nc = {dens/Nc:.4f}, Nc = {Nc:.3e} cm^-3")
print(f"nonparabolicity hw/gap = {hw/gap:.4f}; non-adiabatic (hw/gap)^2 = {(hw/gap)**2:.5f}")
print(f"internal strain, zeta={zeta}: LA term of size {internal:.3f} eV/nm")
print("done: every assertion held")
```

Printed output:

```
lattice constant 0.587 nm, cell volume 0.05057 nm^3
bare ion charges 0.65, -0.65 e; polarizabilities 0.0005, 0.0084 nm^3
widths: site 0.03, orbital 0.1, filter 0.15 nm
k = e^2/(4 pi eps0) = 1.43996 eV nm
eps_inf from response 9.4184, Lorentz theory 9.4184
Born charge cation 2.4740 e, anion -2.4740 e, Lorentz 2.4740 e
quadrupole Q_x^yz: cation 1.2132, anion 0.0722 e nm
same in atomic units: 22.926, 1.365 e bohr
exact separation at |q|=2.567 1/nm: relative error 2.1e-14
direction spread of remainder, s orbital, |q|=0.001 1/nm:
  dipole removed 18.6577 eV/nm; both removed 0.00120 eV/nm
  both removed, |q|=0.002 1/nm: 0.00239 eV/nm
s-p position element: bare 0.1000, dressed 0.1814 nm
  s-p spread: bare 3.0989, dressed 0.00341 eV/nm
real-space decay powers: 2.0000, 3.0000, 4.0000
smallest dipole stiffness on meshes 32.57 1/nm^3
largest interpolation error at 0.37 mesh step (eV/nm):
  removed none: N=6 65.7976, N=12 127.5734, ratio 1.939
  removed dipole: N=6 17.3861, N=12 17.7147, ratio 1.019
  removed dipole+quadrupole: N=6 2.0964, N=12 0.6480, ratio 0.309
phonon energy 0.043 eV, electron mass 0.08 m_e, gap 1.35 eV
masses 114.8, 31.0 u; reduced mass 24.409 u
zero-point amplitude 0.004462 nm; emission wave vector 0.3005 1/nm
LO [111] vertex: direct 1.3955 eV, dipole formula 1.3960 eV
LO [111] quadrupole part 0.01968 eV, ratio to dipole 0.01410
LA [111] vertex: direct 28.2008 -0.7882i eV/nm
LA [111] quadrupole formula 28.1973 eV/nm
interpolated at emission wave vector: |LO| eV, |LA| eV/nm, LA error eV/nm
  N=6, removed none: 0.0231, 1.1628, 27.7211
  N=6, removed dipole: 1.3952, 1.1603, 27.7210
  N=6, removed dipole+quadrupole: 1.3954, 28.2205, 0.2677
  N=12, removed none: 0.0944, 2.0453, 26.3106
  N=12, removed dipole: 1.3954, 2.0454, 26.3107
  N=12, removed dipole+quadrupole: 1.3955, 28.2169, 0.0082
carriers 1e+16 cm^-3 at 300 K: screening (qD/q)^2 = 0.00823
degeneracy n/Nc = 0.0176, Nc = 5.678e+17 cm^-3
nonparabolicity hw/gap = 0.0319; non-adiabatic (hw/gap)^2 = 0.00101
internal strain, zeta=0.6: LA term of size 9.557 eV/nm
done: every assertion held
```
